# Electron–positron annihilation into two photons: massive tree amplitude and collinear peaks: test program

```python
"""Electron-positron annihilation into two photons at tree level.

Result under test (spin average, polarization sum, divided by g^4):
  X/g^4 = 2[b/a + a/b + 2 m^2(1/a+1/b) - m^4(1/a+1/b)^2],
  a = p1.k1, b = p1.k2; p1 electron, p2 positron, k1 and k2 photons.
m is the electron mass times c, in the same unit as the momenta.
g^2 = 4 pi alpha. In the centre-of-mass frame X = 4 g^4 F.
gamma = energy/(m c^2), beta = speed/c, theta = angle of k1 to p1.
The massless limit is 2(u/t+t/u), with t=(p1-k1)^2, u=(p1-k2)^2.
The mass makes the peaks at theta = 0 and 180 degrees finite.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

I2, Z2 = np.eye(2, dtype=complex), np.zeros((2, 2), complex)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
DIRAC = [np.block([[I2, Z2], [Z2, -I2]])]
DIRAC += [np.block([[Z2, s], [-s, Z2]]) for s in PAULI]
DIRAC = np.array(DIRAC)
METRIC = np.array([1.0, -1.0, -1.0, -1.0])
ONE = np.eye(4)


def dot(p, q):
    return np.sum(METRIC * p * q)


def slash(p):
    return np.einsum('i,ijk->jk', METRIC * p, DIRAC)


def kinematics(energy, cosine, mass):
    """Centre-of-mass momenta, electron along z, photons in the xz plane."""
    p = np.sqrt(energy**2 - mass**2)
    sine = np.sqrt(max(0.0, (1 - cosine) * (1 + cosine)))
    p1, p2 = np.array([energy, 0, 0, p]), np.array([energy, 0, 0, -p])
    k1 = energy * np.array([1, sine, 0, cosine])
    k2 = energy * np.array([1, -sine, 0, -cosine])
    return p1, p2, k1, k2


def propagator(q, mass):
    return (slash(q) + mass * ONE) / (dot(q, q) - mass**2)


def trace_average(p1, p2, k1, k2, mass):
    """X/g^4 from the two diagrams by explicit Dirac traces."""
    s1, s2 = propagator(p1 - k1, mass), propagator(p1 - k2, mass)
    electron = slash(p1) + mass * ONE
    positron = slash(p2) - mass * ONE
    total = 0.0
    for i in range(4):
        for j in range(4):
            vertex = DIRAC[j] @ s1 @ DIRAC[i] + DIRAC[i] @ s2 @ DIRAC[j]
            bar = DIRAC[0] @ vertex.conj().T @ DIRAC[0]
            value = np.trace(positron @ vertex @ electron @ bar).real
            total += METRIC[i] * METRIC[j] * value
    return total / 4


def invariant_terms(p1, k1, k2, mass):
    a, b = dot(p1, k1), dot(p1, k2)
    r = 1 / a + 1 / b
    return np.array([b / a + a / b, 2 * mass**2 * r, -mass**4 * r**2])


def u_spinor(p, chi, mass):
    start = np.concatenate([chi, np.zeros(2)])
    return (slash(p) + mass * ONE) @ start / np.sqrt(p[0] + mass)


def v_spinor(p, eta, mass):
    start = np.concatenate([np.zeros(2), eta])
    return (mass * ONE - slash(p)) @ start / np.sqrt(p[0] + mass)


def vertex_matrix(momenta, e1, e2, mass):
    """Amplitude matrix over g^2; e1, e2 are conjugated polarizations."""
    p1, _, k1, k2 = momenta
    return -(slash(e2) @ propagator(p1 - k1, mass) @ slash(e1)
             + slash(e1) @ propagator(p1 - k2, mass) @ slash(e2))


UP, DOWN = np.array([1, 0], complex), np.array([0, 1], complex)


def helicity_parts(gamma, cosine):
    """F from equal and from opposite lepton helicities, by spinors."""
    mom = kinematics(gamma, cosine, 1.0)
    p1, p2, k1, _ = mom
    k = k1[1:] / k1[0]
    pols = [np.array([0, k[2], 0, -k[0]]), np.array([0, 0, 1.0, 0])]
    us = {1: u_spinor(p1, UP, 1.0), -1: u_spinor(p1, DOWN, 1.0)}
    # The positron moves along -z; charge conjugation defines its spin.
    vs = {1: 1j * DIRAC[2] @ u_spinor(p2, DOWN, 1.0).conj(),
          -1: 1j * DIRAC[2] @ u_spinor(p2, UP, 1.0).conj()}
    equal = opposite = 0.0
    for e1 in pols:
        for e2 in pols:
            mat = vertex_matrix(mom, e1, e2, 1.0)
            for h1, u in us.items():
                for h2, v in vs.items():
                    size = abs(v.conj() @ DIRAC[0] @ mat @ u)**2 / 16
                    if h1 == h2:
                        equal += size
                    else:
                        opposite += size
    return equal, opposite


def trace_F(gamma, cosine):
    return trace_average(*kinematics(gamma, cosine, 1.0), 1.0) / 4


def speed(gamma):
    return np.sqrt((gamma - 1) * (gamma + 1)) / gamma


def integrate_cosine(function, gamma, points=80):
    """Integral over cos(theta), with beta cos(theta) = tanh(y)."""
    beta = speed(gamma)
    half = np.arctanh(beta)
    nodes, weights = np.polynomial.legendre.leggauss(points)
    total = 0.0
    for x, w in zip(nodes, weights):
        h = np.tanh(half * x)
        total = total + w * half * (1 - h**2) / beta * function(h / beta)
    return total


def closed_integral(gamma):
    b = speed(gamma)
    log = 2 * np.arctanh(b)
    return (3 - b**4) * log / b - 4 + 2 * b**2


def massless_F(theta):
    return (1 + np.cos(theta)**2) / np.sin(theta)**2


def cutoff_angle(target):
    """Angle cut from both poles that gives the massless integral target."""
    def difference(theta0):
        value = quad(lambda x: massless_F(x) * np.sin(x),
                     theta0, np.pi / 2, limit=200)[0]
        return 2 * value - target
    return brentq(difference, 1e-4, 1.0, xtol=1e-13)


def boost(velocity):
    v2 = velocity @ velocity
    g = 1 / np.sqrt(1 - v2)
    mat = np.eye(4)
    mat[0, 0] = g
    mat[0, 1:] = mat[1:, 0] = g * velocity
    mat[1:, 1:] += (g - 1) * np.outer(velocity, velocity) / v2
    return mat


# Invariant formula against traces, in boosted frames and with mass zero.
frame = boost(np.array([0.3, -0.4, 0.2]))
for energy, mass, cosine in [(1.1, 1.0, 0.3), (3.0, 0.7, -0.8),
                             (8.0, 1.3, 0.95)]:
    q = [frame @ p for p in kinematics(energy, cosine, mass)]
    direct = trace_average(*q, mass)
    formula = 2 * invariant_terms(q[0], q[2], q[3], mass).sum()
    assert np.isclose(direct, formula, rtol=1e-9)
for cosine in (-0.7, 0.2, 0.9):
    q = kinematics(1.0, cosine, 0.0)
    t, u = dot(q[0] - q[2], q[0] - q[2]), dot(q[0] - q[3], q[0] - q[3])
    assert np.isclose(trace_average(*q, 0.0), 2 * (u / t + t / u), rtol=1e-10)

# Two-component form and Ward identity with random complex polarizations.
rng = np.random.default_rng(4)
for gamma, cosine in [(1.2, 0.4), (3.0, -0.75), (7.0, 0.9)]:
    mom = kinematics(gamma, cosine, 1.0)
    p1, p2, k1, k2 = mom
    n, k, beta = np.array([0, 0, 1.0]), k1[1:] / k1[0], speed(gamma)
    raw = rng.normal(size=(4, 3)) + 1j * rng.normal(size=(4, 3))
    e1, e2 = [r - k * (k @ r) for r in raw[:2]]
    chi, eta = raw[2, :2], raw[3, :2]
    u, v = u_spinor(p1, chi, 1.0), v_spinor(p2, eta, 1.0)
    four1, four2 = np.append(0, e1), np.append(0, e2)
    vbar = v.conj() @ DIRAC[0]
    direct = vbar @ vertex_matrix(mom, four1, four2, 1.0) @ u
    P = k @ np.cross(e2, e1)
    w = (n @ e1) * e2 + (n @ e2) * e1 + cosine * (e1 @ e2) * k
    vector = beta * (w - (1 - 1 / gamma) * (n @ w) * n)
    small = 1j * P / gamma * I2 + np.einsum('i,ijk->jk', vector, PAULI)
    reduced = 2 / (1 - (beta * cosine)**2) * (eta.conj() @ small @ chi)
    assert abs(direct - reduced) < 1e-9 * (1 + abs(direct))
    assert abs(vbar @ vertex_matrix(mom, k1, four2, 1.0) @ u) < 1e-9
    assert abs(vbar @ vertex_matrix(mom, four1, k2, 1.0) @ u) < 1e-9

# Helicity split and its sum.
for gamma, cosine in [(1.1, 0.2), (2.5, -0.6), (15.0, 0.98)]:
    b2, s2 = speed(gamma)**2, 1 - cosine**2
    D = 1 - b2 * cosine**2
    equal, opposite = helicity_parts(gamma, cosine)
    assert np.isclose(equal, (1 - b2) * (1 + b2 + b2 * s2**2) / D**2,
                      rtol=1e-9)
    assert np.isclose(opposite, b2 * s2 * (1 + cosine**2) / D**2, rtol=1e-9)
    assert np.isclose(equal + opposite, trace_F(gamma, cosine), rtol=1e-9)
    compact = -1 + (4 - 2 * b2) / D - 2 * (1 - b2)**2 / D**2
    assert np.isclose(trace_F(gamma, cosine), compact, rtol=1e-9)

# Approach to the massless limit at fixed angle: first mass correction.
# Tolerance: the next order is smaller by about 1/(gamma sin(theta))^2.
for degrees in (30, 60, 90):
    x = np.radians(degrees)
    change = 200.0**2 * (trace_F(200.0, np.cos(x)) - massless_F(x))
    expected = -2 * np.cos(2 * x) / np.sin(x)**4
    assert np.isclose(change, expected, rtol=2e-3)

# Finite forward peak, monotonic fall, and no opposite-helicity part there.
for gamma in (1.05, 3.0, 20.0):
    grid = np.cos(np.linspace(0, np.pi / 2, 60))
    values = np.array([trace_F(gamma, x) for x in grid])
    assert np.all(np.diff(values) < 0)
    assert np.isclose(values[0], 2 * gamma**2 - 1, rtol=1e-8)
    assert helicity_parts(gamma, 1.0)[1] < 1e-10 * values[0]

# Peak shape; tolerance covers neglected terms of relative order 1/gamma^2.
for W in (0.5, 1.0, 4.0):
    equal, opposite = helicity_parts(200.0, np.cos(np.sqrt(W) / 200.0))
    scale = 2 * 200.0**2 / (1 + W)**2
    assert np.isclose(equal, scale, rtol=1e-3)
    assert np.isclose(opposite, scale * W, rtol=1e-3)

# Angular integral at low and moderate energy.
for gamma in (1.05, 3.0):
    total = integrate_cosine(lambda x: trace_F(gamma, x), gamma)
    assert np.isclose(total, closed_integral(gamma), rtol=1e-8)

# Worked example, momenta times c in eV.
rest = const.m_e * const.c**2 / const.e
energy = 1.0e7
gamma = energy / rest
beta = speed(gamma)
print(f"electron rest energy = {rest:.3f} eV")
print(f"energy of each lepton and photon = {energy:.4e} eV")
print(f"total centre-of-mass energy = {2 * energy:.4e} eV")
print(f"gamma = {gamma:.5f} (dimensionless)")
print(f"1 - beta = {1 - beta:.5e} (dimensionless)")
print(f"1/gamma = {np.degrees(1 / gamma):.4f} degrees")

coupling2 = 4 * np.pi * const.alpha
print(f"g^2 = 4 pi alpha = {coupling2:.7f} (dimensionless)")
q = kinematics(energy, np.cos(np.radians(10)), rest)
terms = invariant_terms(q[0], q[2], q[3], rest)
X10 = trace_average(*q, rest)
assert np.isclose(X10, 2 * terms.sum(), rtol=1e-9)
print(f"10 deg: a c^2 = {dot(q[0], q[2]):.5e} eV^2")
print(f"10 deg: b c^2 = {dot(q[0], q[3]):.5e} eV^2")
print(f"10 deg: b/a + a/b = {terms[0]:.5f}")
print(f"10 deg: term in mass^2 = {terms[1]:.5f}")
print(f"10 deg: term in mass^4 = {terms[2]:.5f}")
print(f"10 deg: bracket = {terms.sum():.5f}")
print(f"10 deg: X = {coupling2**2 * X10:.5f} (dimensionless)")

print("angle/deg, F, massless F0, equal-helicity F (dimensionless)")
for degrees in (0, 1, np.degrees(1 / gamma), 10, 45, 90):
    x = np.radians(degrees)
    F = trace_F(gamma, np.cos(x))
    F0 = f"{massless_F(x):.4f}" if degrees > 0 else "infinite"
    equal = helicity_parts(gamma, np.cos(x))[0]
    print(f"{degrees:.4f}, {F:.4f}, {F0}, {equal:.4f}")

# Integrals at two energies, and the equivalent cut of the massless form.
for e in (1.0e7, 1.0e8):
    g = e / rest
    total = integrate_cosine(lambda x: trace_F(g, x), g)
    parts = integrate_cosine(lambda x: np.array(helicity_parts(g, x)), g)
    asymptote = 4 * np.log(2 * g) - 2
    cut = cutoff_angle(total)
    assert np.isclose(total, closed_integral(g), rtol=1e-7)
    assert np.isclose(parts.sum(), total, rtol=1e-7)
    # Mass corrections are of order ln(gamma)/gamma^2.
    allowed = 10 * np.log(2 * g) / g**2
    assert abs(total - asymptote) < allowed
    assert abs(parts[0] - 2) < allowed
    assert abs(g * cut - 1) < allowed
    print(f"E = {e:.1e} eV: gamma = {g:.4f}")
    print(f"  integral I = {total:.6f}")
    print(f"  4 ln(2 gamma) - 2 = {asymptote:.6f}")
    print(f"  equal-helicity part of I = {parts[0]:.6f}")
    print(f"  opposite-helicity part of I = {parts[1]:.6f}")
    print(f"  cut angle = {np.degrees(cut):.5f} degrees")
    print(f"  gamma * cut angle = {g * cut:.6f} (radian measure)")

# Cross sections in atomic units, where mass*c = c = 1/alpha.
bohr = const.physical_constants['Bohr radius'][0] * 1e10
radius = const.physical_constants['classical electron radius'][0] * 1e10
s_atomic = 4 * gamma**2 / const.alpha**2
integral = integrate_cosine(lambda x: trace_F(gamma, x), gamma)


def differential(F):
    return 4 * coupling2**2 * F / (64 * np.pi**2 * s_atomic * beta)


sigma = 0.5 * 2 * np.pi * differential(integral)
by_radius = np.pi * radius**2 * closed_integral(gamma) / (4 * gamma**2 * beta)
assert np.isclose(sigma * bohr**2, by_radius, rtol=1e-7)
forward = differential(trace_F(gamma, 1.0)) * bohr**2
side = differential(trace_F(gamma, 0.0)) * bohr**2
print(f"Bohr radius = {bohr:.8f} angstrom")
print(f"s = {s_atomic:.5e} atomic units of momentum squared")
print(f"forward dsigma/dOmega = {forward:.5e} angstrom^2/sr")
print(f"90 deg dsigma/dOmega = {side:.5e} angstrom^2/sr")
print(f"total cross section = {sigma:.5e} bohr^2")
print(f"total cross section = {sigma * bohr**2:.5e} angstrom^2")
print("ALL CHECKS PASSED")
```

Output:

```
electron rest energy = 510998.951 eV
energy of each lepton and photon = 1.0000e+07 eV
total centre-of-mass energy = 2.0000e+07 eV
gamma = 19.56951 (dimensionless)
1 - beta = 1.30645e-03 (dimensionless)
1/gamma = 2.9278 degrees
g^2 = 4 pi alpha = 0.0917012 (dimensionless)
10 deg: a c^2 = 1.64789e+12 eV^2
10 deg: b c^2 = 1.98352e+14 eV^2
10 deg: b/a + a/b = 120.37599
10 deg: term in mass^2 = 0.31955
10 deg: term in mass^4 = -0.02553
10 deg: bracket = 120.67001
10 deg: X = 2.02946 (dimensionless)
angle/deg, F, massless F0, equal-helicity F (dimensionless)
0.0000, 764.9316, infinite, 764.9316
1.0000, 685.2953, 6565.2794, 613.8021
2.9278, 383.1331, 765.5986, 191.9006
10.0000, 60.3350, 65.3269, 4.8840
45.0000, 2.9999, 3.0000, 0.0233
90.0000, 1.0052, 1.0000, 0.0078
E = 1.0e+07 eV: gamma = 19.5695
  integral I = 12.718125
  4 ln(2 gamma) - 2 = 12.668480
  equal-helicity part of I = 2.021679
  opposite-helicity part of I = 10.696446
  cut angle = 2.89292 degrees
  gamma * cut angle = 0.988085 (radian measure)
E = 1.0e+08 eV: gamma = 195.6951
  integral I = 21.879677
  4 ln(2 gamma) - 2 = 21.878820
  equal-helicity part of I = 2.000338
  opposite-helicity part of I = 19.879340
  cut angle = 0.29272 degrees
  gamma * cut angle = 0.999790 (radian measure)
Bohr radius = 0.52917721 angstrom
s = 2.87667e+07 atomic units of momentum squared
forward dsigma/dOmega = 3.97040e-10 angstrom^2/sr
90 deg dsigma/dOmega = 5.21756e-13 angstrom^2/sr
total cross section = 7.40597e-11 bohr^2
total cross section = 2.07388e-11 angstrom^2
ALL CHECKS PASSED
```
